# Spin-flip states from an ROHF triplet are not automatically spin pure: test program

```python
# Result under test: for spin-flip singles Psi = sum C[x,y] y_beta^+ x_alpha R
# on a high-spin ROHF triplet R (doubly occupied C, open O, virtual V orbitals),
#   <S^2> = |tr C_OO|^2 + w_CO + w_OV + 2 w_CV,
# w being summed squared amplitudes of a block. Outer weights mean spin mixing,
# caused by missing spin partners; completing the spin sets removes it.
# Example: BeH2, 6-31G, Be 1s frozen, 4 active electrons in explicit determinants.
import itertools
import numpy as np
import scipy.linalg as sla
import scipy.sparse as sp
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, symm, lib
from pyscf.fci import direct_spin1, cistring

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]

# ---------- molecule and ROHF triplet ----------
half_hh, height = 1.25, 2.75
mol = gto.M(atom=[["Be", (0, 0, 0)], ["H", (0, half_hh, height)],
                  ["H", (0, -half_hh, height)]],
            unit="Bohr", basis="6-31g", spin=2, symmetry=True, verbose=0)
overlap = mol.intor("int1e_ovlp")
slices = mol.aoslice_by_atom()
antisym = np.zeros(mol.nao)
antisym[slices[1, 2]], antisym[slices[2, 2]] = 1.0, -1.0
b_name = [name for name, so in zip(mol.irrep_name, mol.symm_orb)
          if np.linalg.norm(so.T @ overlap @ antisym) > 1e-6][0]
mf = scf.ROHF(mol)
mf.irrep_nelec = {"A1": (3, 2), b_name: (1, 0)}
mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
mf.kernel()
assert mf.converged
occ, orb_e = np.asarray(mf.mo_occ), np.asarray(mf.mo_energy)
order = []
for n in (2, 1, 0):
    group = np.where(np.abs(occ - n) < 1e-6)[0]
    order += list(group[np.argsort(orb_e[group])])
mo = np.asarray(mf.mo_coeff)[:, order]
core, act = mo[:, :1], mo[:, 1:]
norb = act.shape[1]
orbsym = [int(s) for s in symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, act)]
sym_name = dict(zip(mol.irrep_id, mol.irrep_name))

# ---------- frozen-core Hamiltonian ----------
dm_core = 2 * core @ core.T
vj, vk = scf.hf.get_jk(mol, dm_core)
hcore = scf.hf.get_hcore(mol)
v_core = vj - 0.5 * vk
e_core = mol.energy_nuc() + np.sum(dm_core * (hcore + 0.5 * v_core))
h1 = act.T @ (hcore + v_core) @ act
eri = ao2mo.restore(1, ao2mo.kernel(mol, act), norb)


def one_body(strings, p, q):
    """Matrix of a_p^+ a_q on strings of one spin."""
    index = {s: k for k, s in enumerate(strings)}
    rows, cols, vals = [], [], []
    for c, s in enumerate(strings):
        if s >> q & 1:
            s1 = s ^ (1 << q)
            if not s1 >> p & 1:
                swaps = bin(s & ((1 << q) - 1)).count("1")
                swaps += bin(s1 & ((1 << p) - 1)).count("1")
                rows.append(index[s1 | (1 << p)])
                cols.append(c)
                vals.append((-1.0) ** swaps)
    return sp.csr_matrix((vals, (rows, cols)), shape=(len(strings),) * 2)


class Sector:
    """Determinants with fixed numbers of alpha and beta electrons."""
    def __init__(self, na, nb):
        self.nelec = (na, nb)
        self.sa = [int(s) for s in cistring.make_strings(range(norb), na)]
        self.sb = [int(s) for s in cistring.make_strings(range(norb), nb)]
        self.shape = (len(self.sa), len(self.sb))
        self.ndet = self.shape[0] * self.shape[1]
        pairs = list(itertools.product(range(norb), repeat=2))
        self.A = {pq: one_body(self.sa, *pq) for pq in pairs}
        self.B = {pq: one_body(self.sb, *pq) for pq in pairs}
        ms = 0.5 * (na - nb)
        # S^2 = S_- S_+ + Ms(Ms+1), written with spin-conserving operators
        self.S2 = (nb + ms * (ms + 1)) * sp.identity(self.ndet, format="csr")
        for p, q in pairs:
            self.S2 = self.S2 - sp.kron(self.A[q, p], self.B[p, q], format="csr")
        self.h2 = direct_spin1.absorb_h1e(h1, eri, norb, self.nelec, 0.5)
        self.link = tuple(cistring.gen_linkstr_index_trilidx(range(norb), n)
                          for n in self.nelec)

    def ham(self, vec):
        c = np.ascontiguousarray(vec).reshape(self.shape)
        return direct_spin1.contract_2e(self.h2, c, norb, self.nelec,
                                        link_index=self.link).ravel()

    def ham_cols(self, mat):
        return np.array([self.ham(mat[:, k]) for k in range(mat.shape[1])]).T


high, flip = Sector(3, 1), Sector(2, 2)
REF_A, REF_B = 0b111, 0b1
ref_index = high.sa.index(REF_A) * high.shape[1] + high.sb.index(REF_B)
ref = np.zeros(high.ndet)
ref[ref_index] = 1.0
e_ref = high.ham(ref)[ref_index]
assert abs(e_ref + e_core - mf.e_tot) < 1e-8
assert np.linalg.norm(high.S2 @ ref - 2 * ref) < 1e-12

# ---------- spin-flip determinant spaces ----------
dets = [(a, b) for a in flip.sa for b in flip.sb]
rank = np.array([bin(REF_A & ~a).count("1") + bin(REF_B & ~b).count("1")
                 for a, b in dets])


def det_symmetry(a, b):
    out = 0
    for p in range(norb):
        if (a ^ b) >> p & 1:
            out ^= orbsym[p]
    return out


detsym = np.array([det_symmetry(a, b) for a, b in dets])
spatial = [(a ^ b, a & b) for a, b in dets]
singles = np.where(rank == 1)[0]
sd = np.where(rank <= 2)[0]
single_keys = {spatial[k] for k in singles}
completed = np.array([k for k in range(flip.ndet) if spatial[k] in single_keys])
partial = completed[rank[completed] <= 2]
sd_keys = {spatial[k] for k in sd}
sd_missing = sum(key in sd_keys for key in spatial) - len(sd)
n_co, n_ov, n_cv = 2, 2 * (norb - 3), norb - 3
missing = np.setdiff1d(completed, singles)
assert len(missing) == n_co + n_ov + 5 * n_cv
assert np.sum(rank[missing] == 3) == n_cv
assert np.sum(rank[missing] == 2) == n_co + n_ov + 4 * n_cv

# ---------- block formula against the S^2 operator ----------
det_index = {d: k for k, d in enumerate(dets)}


def sf_position(x, y):
    return det_index[(REF_A ^ (1 << x), REF_B | (1 << y))], (-1.0) ** x


def amplitudes(vec):
    c = np.zeros((3, norb))
    for x in range(3):
        for y in range(1, norb):
            k, sign = sf_position(x, y)
            c[x, y] = sign * vec[k]
    return c


def block_weights(vec):
    c = amplitudes(vec)
    return (np.trace(c[1:3, 1:3]) ** 2, np.sum(c[0, 1:3] ** 2),
            np.sum(c[1:3, 3:] ** 2), np.sum(c[0, 3:] ** 2))


def s2_value(vec):
    return vec @ (flip.S2 @ vec) / (vec @ vec)


def spin_weights(vec):
    """Singlet, triplet, quintet weights from projectors polynomial in S^2."""
    v1 = flip.S2 @ vec
    v2 = flip.S2 @ v1
    triplet = vec @ (6 * v1 - v2) / 8
    quintet = vec @ (v2 - 2 * v1) / 24
    return np.array([vec @ vec - triplet - quintet, triplet, quintet])


def check_formulas(vec):
    tr2, co, ov, cv = block_weights(vec)
    assert abs(s2_value(vec) - (tr2 + co + ov + 2 * cv)) < 1e-10
    trip, quint = 0.5 * (tr2 + co + ov + cv), cv / 6
    assert np.allclose(spin_weights(vec), [1 - trip - quint, trip, quint], atol=1e-10)


rng = np.random.default_rng(7)
for _ in range(5):
    trial = np.zeros(flip.ndet)
    trial[singles] = rng.normal(size=len(singles))
    check_formulas(trial / np.linalg.norm(trial))

# number of exact spin eigenfunctions inside the singles space
unit_singles = np.zeros((flip.ndet, len(singles)))
unit_singles[singles, np.arange(len(singles))] = 1.0
pure_counts = []
for value in (0, 2, 6):
    sv = np.linalg.svd(flip.S2 @ unit_singles - value * unit_singles, compute_uv=False)
    pure_counts.append(int(np.sum(sv < 1e-9)))
assert pure_counts == [3, 1, 0]
cv_det = np.zeros(flip.ndet)
cv_det[sf_position(0, 3)[0]] = 1.0
co_det = np.zeros(flip.ndet)
co_det[sf_position(0, 1)[0]] = 1.0

# ---------- coupling of the Ms=0 partner of the reference ----------
partner = np.zeros(flip.ndet)
for o in (1, 2):
    k, sign = sf_position(o, o)
    partner[k] = sign / np.sqrt(2)
assert abs(s2_value(partner) - 2) < 1e-12
coupling = amplitudes(flip.ham(partner) - e_ref * partner)
expected = np.zeros((3, norb))
for v in range(3, norb):
    expected[0, v] = -sum(eri[v, o, o, 0] for o in (1, 2)) / np.sqrt(2)
assert np.max(np.abs(coupling - expected)) < 1e-5  # limited by ROHF gradient
assert np.max(np.abs(expected)) > 1e-4

# ---------- CI in the truncated spaces ----------
union = np.union1d(sd, completed)
position = {k: n for n, k in enumerate(union)}
unit_union = np.zeros((flip.ndet, len(union)))
unit_union[union, np.arange(len(union))] = 1.0
h_union = flip.ham_cols(unit_union)[union]


def ci_states(space, sym, nstates=1):
    sel = space[detsym[space] == sym]
    pos = [position[k] for k in sel]
    e, c = np.linalg.eigh(h_union[np.ix_(pos, pos)])
    vecs = np.zeros((nstates, flip.ndet))
    vecs[:, sel] = c[:, :nstates].T
    return e[:nstates], vecs


syms = (0, orbsym[1] ^ orbsym[2])
assert syms[0] != syms[1]
sfcis = {s: ci_states(singles, s, 2) for s in syms}
for s in syms:
    for vec in sfcis[s][1]:
        check_formulas(vec)
table = {}
for label, space in (("SF-CIS", singles), ("partly completed", partial),
                     ("fully completed", completed), ("SF-CISD", sd)):
    row = []
    for s in syms:
        e, v = ci_states(space, s)
        row.append((e[0], s2_value(v[0])))
    table[label] = row

# ---------- CCSD for the triplet, from its projected equations ----------
occ_a, vir_a, occ_b, vir_b = range(3), range(3, norb), range(1), range(1, norb)
exc_a = [(a, i) for i in occ_a for a in vir_a]
exc_b = [(a, i) for i in occ_b for a in vir_b]
excitations = [([x], []) for x in exc_a] + [([], [x]) for x in exc_b]
excitations += [([x], [y]) for x in exc_a for y in exc_b]
excitations += [([(a, i), (b, j)], []) for i, j in itertools.combinations(occ_a, 2)
                for a, b in itertools.combinations(vir_a, 2)]


def excitation_table(sec):
    rows, cols, vals, which = [], [], [], []
    ida, idb = (sp.identity(n, format="csr") for n in sec.shape)
    for k, (ops_a, ops_b) in enumerate(excitations):
        ma, mb = ida, idb
        for op in ops_a:
            ma = ma @ sec.A[op]
        for op in ops_b:
            mb = mb @ sec.B[op]
        m = sp.kron(ma, mb, format="coo")
        rows.append(m.row)
        cols.append(m.col)
        vals.append(m.data)
        which.append(np.full(len(m.data), k))
    return [np.concatenate(x) for x in (rows, cols, vals, which)]


def cluster_matrix(tab, t, ndet):
    rows, cols, vals, which = tab
    return sp.csr_matrix((vals * t[which], (rows, cols)), shape=(ndet, ndet))


def exp_apply(T, x):
    out, term = x.copy(), x
    for n in range(1, 6):  # T^5 vanishes for four electrons
        term = (T @ term) / n
        out = out + term
    return out


tab_high, tab_flip = excitation_table(high), excitation_table(flip)
target = np.zeros(len(excitations), dtype=int)
phase = np.zeros(len(excitations))
from_ref = tab_high[1] == ref_index
target[tab_high[3][from_ref]] = tab_high[0][from_ref]
phase[tab_high[3][from_ref]] = tab_high[2][from_ref]
assert np.all(np.abs(phase) == 1)
hdiag = np.asarray(direct_spin1.make_hdiag(h1, eri, norb, high.nelec)).ravel()
denominator = hdiag[target] - hdiag[ref_index]
t = np.zeros(len(excitations))
trials, errors = [], []
for iteration in range(150):
    T = cluster_matrix(tab_high, t, high.ndet)
    u = exp_apply(-T, high.ham(exp_apply(T, ref)))
    residual = phase * u[target]
    if np.max(np.abs(residual)) < 1e-9:
        break
    step = -residual / denominator
    trials, errors = (trials + [t + step])[-8:], (errors + [step])[-8:]
    n = len(errors)
    gram = np.array([[x @ y for y in errors] for x in errors])
    scale = np.max(np.abs(gram))
    system = np.ones((n + 1, n + 1))
    system[:n, :n], system[n, n] = gram / scale, 0.0
    weights = np.linalg.lstsq(system, np.r_[np.zeros(n), 1.0], rcond=None)[0][:n]
    t = sum(w * x for w, x in zip(weights, trials))
assert np.max(np.abs(residual)) < 1e-9
e_ccsd = u[ref_index]
psi_cc = exp_apply(T, ref)
s2_ccsd = psi_cc @ (high.S2 @ psi_cc) / (psi_cc @ psi_cc)

# ---------- EOM-SF-CCSD ----------
T0 = cluster_matrix(tab_flip, t, flip.ndet)
eom, s2_norm = [], []
for s in syms:
    sel = sd[detsym[sd] == s]
    basis = np.zeros((flip.ndet, len(sel)))
    basis[sel, np.arange(len(sel))] = 1.0
    dressed = exp_apply(T0, basis)
    hbar = exp_apply(-T0, flip.ham_cols(dressed))[sel]
    w, left, right = sla.eig(hbar, left=True, right=True)
    k = np.argmin(w.real)
    assert abs(w[k].imag) < 1e-9
    l_vec, r_vec = left[:, k].real, right[:, k].real
    psi = dressed @ r_vec
    s2_bi = l_vec @ exp_apply(-T0, flip.S2 @ psi)[sel] / (l_vec @ r_vec)
    eom.append((w[k].real, s2_bi))
    s2_norm.append(s2_value(psi))
table["EOM-SF-CCSD"] = eom

# ---------- full CI in the same orbital space ----------
fci_row = []
for s in syms:
    mask = (detsym == s).astype(float)
    op = LinearOperator((flip.ndet,) * 2, dtype=float,
                        matvec=lambda x, m=mask: m * flip.ham(m * np.ravel(x)))
    e, v = eigsh(op, k=1, which="SA", v0=sfcis[s][1][0], tol=1e-11)
    fci_row.append((e[0], s2_value(v[:, 0])))
table["full CI"] = fci_row

# ---------- tests of cause and cure ----------
for label in ("fully completed", "full CI"):
    for _, value in table[label]:
        assert min(abs(value - exact) for exact in (0, 2, 6)) < 1e-6
for label in ("SF-CIS", "partly completed", "SF-CISD"):
    assert table[label][0][1] > 1e-7
assert s2_norm[0] > 1e-7
assert abs(e_ccsd - fci_row[1][0]) < 1e-2  # CCSD omits triples and quadruples

# ---------- output ----------
names = [sym_name[s] for s in syms]
print(f"BeH2 6-31G: H at y=+-{half_hh} bohr, z={height} bohr; Be at origin")
print("active orbitals:", norb, "; irreps C,O,O:", [sym_name[s] for s in orbsym[:3]])
print(f"ROHF triplet energy {mf.e_tot:.6f} hartree, <S^2> {ref @ (high.S2 @ ref):.6f}")
print(f"CCSD triplet energy {e_ccsd + e_core:.6f} hartree, <S^2> {s2_ccsd:.8f}")
print("determinants: SF singles", len(singles), "; singles+doubles", len(sd),
      "; all Ms=0", flip.ndet)
print("partners missing from singles:", len(missing), "; doubles",
      int(np.sum(rank[missing] == 2)), "; triples", int(np.sum(rank[missing] == 3)))
print("partners missing from singles+doubles:", sd_missing)
print("pure singlets, triplets, quintets in singles space:", pure_counts)
for label, vec in (("CO", co_det), ("CV", cv_det)):
    ws = spin_weights(vec)
    print(f"one {label} determinant: <S^2> {s2_value(vec):.4f}; "
          f"S=0,1,2 weights {ws[0]:.4f} {ws[1]:.4f} {ws[2]:.4f}")
print(f"largest CV coupling of Ms=0 partner: {np.max(np.abs(expected)):.6f} hartree")
print("SF-CIS states (energy relative to ROHF triplet in eV; weights unitless)")
for s, name in zip(syms, names):
    for n, (e, vec) in enumerate(zip(*sfcis[s]), 1):
        tr2, co, ov, cv = block_weights(vec)
        ws = spin_weights(vec)
        print(f"{n} {name}: E {(e - e_ref) * EV:.4f} eV, <S^2> {s2_value(vec):.6f}")
        print(f"  tr^2 {tr2:.6f}, w_CO {co:.6f}, w_OV {ov:.6f}, w_CV {cv:.6f}")
        print(f"  S=0,1,2 weights {ws[0]:.6f} {ws[1]:.6f} {ws[2]:.6f}")
print(f"Lowest {names[0]} and {names[1]}: energies in hartree, <S^2>, gap in eV")
for label, ((e0, s0), (e1, s1)) in table.items():
    print(f"{label}: E {e0 + e_core:.6f}, {e1 + e_core:.6f} hartree")
    print(f"  <S^2> {s0:.8f}, {s1:.8f}; gap {(e1 - e0) * EV:.4f} eV")
print(f"EOM-SF-CCSD ordinary <S^2>: {s2_norm[0]:.8f}, {s2_norm[1]:.8f}")
print(f"lowest {names[1]} minus Ms=1 reference: SF-CIS "
      f"{(table['SF-CIS'][1][0] - e_ref) * EV:.5f} eV")
print(f"  EOM-SF-CCSD minus CCSD {(eom[1][0] - e_ccsd) * EV:.5f} eV")
print("checks complete")
```

Running it gives:

```
BeH2 6-31G: H at y=+-1.25 bohr, z=2.75 bohr; Be at origin
active orbitals: 12 ; irreps C,O,O: ['A1', 'B2', 'A1']
ROHF triplet energy -15.628911 hartree, <S^2> 2.000000
CCSD triplet energy -15.666635 hartree, <S^2> 2.00018028
determinants: SF singles 33 ; singles+doubles 495 ; all Ms=0 4356
partners missing from singles: 65 ; doubles 56 ; triples 9
partners missing from singles+doubles: 441
pure singlets, triplets, quintets in singles space: [3, 1, 0]
one CO determinant: <S^2> 1.0000; S=0,1,2 weights 0.5000 0.5000 0.0000
one CV determinant: <S^2> 2.0000; S=0,1,2 weights 0.3333 0.5000 0.1667
largest CV coupling of Ms=0 partner: 0.032955 hartree
SF-CIS states (energy relative to ROHF triplet in eV; weights unitless)
1 A1: E 1.9271 eV, <S^2> 0.170053
  tr^2 0.000000, w_CO 0.024163, w_OV 0.127155, w_CV 0.009367
  S=0,1,2 weights 0.918096 0.080343 0.001561
2 A1: E 4.0652 eV, <S^2> 0.128123
  tr^2 0.000000, w_CO 0.000132, w_OV 0.113643, w_CV 0.007174
  S=0,1,2 weights 0.938330 0.060474 0.001196
1 B2: E -0.0366 eV, <S^2> 1.996898
  tr^2 1.993384, w_CO 0.000059, w_OV 0.000201, w_CV 0.001627
  S=0,1,2 weights 0.002093 0.997635 0.000271
2 B2: E 0.7610 eV, <S^2> 0.027672
  tr^2 0.003335, w_CO 0.000484, w_OV 0.021275, w_CV 0.001289
  S=0,1,2 weights 0.986594 0.013192 0.000215
Lowest A1 and B2: energies in hartree, <S^2>, gap in eV
SF-CIS: E -15.558089, -15.630254 hartree
  <S^2> 0.17005321, 1.99689751; gap -1.9637 eV
partly completed: E -15.584436, -15.630842 hartree
  <S^2> 0.02092488, 1.99740048; gap -1.2628 eV
fully completed: E -15.587333, -15.632021 hartree
  <S^2> -0.00000000, 2.00000000; gap -1.2160 eV
SF-CISD: E -15.600414, -15.647079 hartree
  <S^2> 0.02866427, 1.92410117; gap -1.2698 eV
EOM-SF-CCSD: E -15.625116, -15.666635 hartree
  <S^2> 0.00058041, 2.00049779; gap -1.1298 eV
full CI: E -15.627049, -15.667608 hartree
  <S^2> 0.00000000, 2.00000000; gap -1.1037 eV
EOM-SF-CCSD ordinary <S^2>: 0.00245030, 2.00054080
lowest B2 minus Ms=1 reference: SF-CIS -0.03656 eV
  EOM-SF-CCSD minus CCSD 0.00000 eV
checks complete
```
